# Ionic Forces from the Mermin Free Energy After Femtosecond Excitation

## 1. Definitions and conventions

Hartree atomic units are used with $k_B=1$, so the electron temperature $T$ is an energy. The electrons are spin-unpolarised. Their state is a one-particle density matrix $P$ per spin, written in an orthonormal basis that does not move with the ions. Its eigenvalues $p_i$ are occupations between 0 and 1, the electron number is $N=2\,{\rm Tr}P$, and the density $n$ is twice the diagonal of $P$ in the position (or site) representation. For an ionic coordinate $R$,

$$E[P;R]=2\,{\rm Tr}\,P h(R)+E_{\rm int}[n]+E_{\rm ion}(R),$$

$$S[P]=-2\,{\rm Tr}\,[P\ln P+(1-P)\ln(1-P)],\qquad F=E-TS .$$

Here $h$ holds the kinetic energy and the ionic potential, $E_{\rm int}$ is the mean-field interaction (Hartree plus exchange-correlation), and $E_{\rm ion}$ is the direct ion-ion energy. $E_{\rm int}$ has no explicit dependence on $R$ or $T$; section 3 allows a dependence on $T$ and a moving basis, and an explicit dependence on $R$ would add $-\partial E_{\rm int}/\partial R$ to the force (1).

The physical assumptions are that electron-electron collisions have already produced a Fermi distribution, while the ions are still cold, classical and slow. Heat flow from electrons to ions is left out. All results are mean-field results.

## 2. The force and the equilibrium condition

The many-electron Hamiltonian depends on $R$ through the one-body operator $h$ and through $E_{\rm ion}$. The mean force on a classical ion is the average of minus the $R$-derivative of that Hamiltonian:

$$f=-2\,{\rm Tr}\,P\frac{\partial h}{\partial R}-\frac{\partial E_{\rm ion}}{\partial R}. \tag{1}$$

This holds for any $P$, thermal or not. The question is which thermodynamic potential has this force as its slope.

Vary $P$ at fixed $R$. With $v=\delta E_{\rm int}/\delta n$ and $H=h+v$, the energy changes by $\delta E=2\,{\rm Tr}\,H\delta P$. For the entropy, put $s(p)=p\ln p+(1-p)\ln(1-p)$. Then

$$s'(p)=\ln p+1-\ln(1-p)-1=\ln\frac{p}{1-p},$$

and the cyclic property of the trace gives $\delta\,{\rm Tr}\,s(P)={\rm Tr}\,s'(P)\delta P$. Therefore

$$\delta F=2\,{\rm Tr}\left[\left(H+T\ln\frac{P}{1-P}\right)\delta P\right]. \tag{2}$$

At fixed $N$ the allowed variations have ${\rm Tr}\,\delta P=0$. $F$ is stationary when the round bracket is a multiple $\mu$ of the unit matrix:

$$H+T\ln\frac{P}{1-P}=\mu\quad\Rightarrow\quad p_i=\frac{1}{e^{(\varepsilon_i-\mu)/T}+1}. \tag{3}$$

Thus $P$ is a function of $H$, with $\varepsilon_i$ the eigenvalues of $H$. Without the entropy, minimising $E$ with occupations between 0 and 1 would give the zero-temperature step: levels below the Fermi level full, levels above it empty.

## 3. The force theorem

Now move the ion at fixed $T$ and $N$ and let the electrons re-equilibrate. $F$ changes explicitly through $h$ and $E_{\rm ion}$, and implicitly through $P$. By (2) and (3) the implicit part is

$$2\,{\rm Tr}\left[\mu\frac{dP}{dR}\right]=\mu\frac{dN}{dR}=0 .$$

The explicit part is minus (1), so

$$f=-\left(\frac{\partial F}{\partial R}\right)_{T}. \tag{4}$$

All derivatives from here on are at fixed $N$. The changes of orbitals, occupations, mean field and $\mu$ have all been included; they cancel together because $F$ is stationary.

The same argument for a change of $T$ leaves the explicit derivative $-S$. Hence

$$dF=-S\,dT-f\,dR,\qquad dE=d(F+TS)=T\,dS-f\,dR. \tag{5}$$

Three consequences follow:

$$f=-\left(\frac{\partial E}{\partial R}\right)_S,\qquad -\left(\frac{\partial E}{\partial R}\right)_T=f-T\left(\frac{\partial S}{\partial R}\right)_T, \tag{6}$$

$$\left(\frac{\partial f}{\partial T}\right)_R=\left(\frac{\partial S}{\partial R}\right)_T,\qquad f(R,T)=f(R,0)+\int_0^T\frac{\partial S(R,T')}{\partial R}\,dT'. \tag{7}$$

The first relation in (7) is the equality of the mixed second derivatives of $F$. It gives the physical meaning of the entropy: each small rise of $T$ at fixed ions adds a force towards geometries of higher occupation entropy at that $T$. A large rise adds up these contributions, and the sum can oppose the final entropy slope if $\partial S/\partial R$ changes sign on the way. If the cold lattice was in equilibrium, $f(R,0)=0$ and the whole force after the pulse is this integral.

The entropy is nevertheless not an extra force to be added to (1). The thermal occupations in $P$ already carry it. Adding $T\,\partial S/\partial R$ to (1) would count it twice.

These relations were tested on an irregular six-site ring with five electrons at $T=0.020$ Ha and interaction $E_{\rm int}=\frac{U}{2}\sum_i(n_i-1)^2$, $U=0.050$ Ha. Both $\mu$ and the mean field respond to the ions there. Force (1) agrees with the finite-difference slope of $-F$ within $9\times10^{-10}$ Ha/bohr. The slope of $-E$ at fixed $T$ misses it by up to $1.07\times10^{-2}$ Ha/bohr.

**Basis that moves with the ions.** Let $O(R)$ be the overlap matrix and $P$ the density matrix in the moving basis. Use $\tilde P=O^{1/2}PO^{1/2}$ as the variable. Its eigenvalues are the occupations, so $S$ and $N$ depend on $\tilde P$ alone. The proof then goes through, and the force consistent with the basis is $f=-(\partial F/\partial R)_{\tilde P,T}$. This derivative now includes the motion of the basis in $h$ and in the density, so (1) alone is incomplete.

**Temperature-dependent functional.** If $E_{\rm int}[n]$ is replaced by a free energy $F_{\rm int}[n,T]$, the proof of (4) is unchanged. The explicit temperature derivative becomes $-S_{\rm tot}$ with $S_{\rm tot}=S-\partial F_{\rm int}/\partial T$. Relations (5) to (7) then hold with $S_{\rm tot}$ and $E=F+TS_{\rm tot}$.

## 4. A metal at low temperature

Let $D$ be the density of states at the Fermi level, both spins included, and let it vary little over an energy range of several $T$. With $y=(\varepsilon-\mu)/T$ and $p=1/(e^y+1)$, the entropy is

$$S\simeq DT\int_{-\infty}^{\infty}\sigma\,dy,\qquad \sigma=-p\ln p-(1-p)\ln(1-p).$$

Since $\ln[p/(1-p)]=-y$, one has $d\sigma/dy=y\,dp/dy$. Integration by parts gives

$$\int\sigma\,dy=-\int y^2\frac{dp}{dy}\,dy=\int\frac{y^2\,dy}{4\cosh^2(y/2)}=\frac{\pi^2}{3}.$$

So $S=\pi^2DT/3$ to leading order. From $\partial F/\partial T=-S$ and $E=F+TS$, the thermal parts are

$$F_{\rm th}=-\frac{\pi^2}{6}DT^2,\qquad E_{\rm th}=+\frac{\pi^2}{6}DT^2. \tag{8}$$

The thermal force is $+\frac{\pi^2}{6}T^2\,\partial D/\partial R$. The energy slope at fixed $T$ gives the same size with the opposite sign. This is a leading-order result. It does not apply to a displacement that opens a gap at the Fermi level, even a gap smaller than $T$, because the density of states then varies strongly within the thermal energy range.

Equation (8) also shows that $(E+F)/2$ removes the $T^2$ term and estimates the zero-temperature energy. That is useful when $T$ is a numerical smearing parameter. For physically hot electrons it is the wrong potential: by (6) its slope is $-f+\frac12T\,\partial S/\partial R$.

## 5. Stiffness depends on what is held fixed

Forces at one geometry agree for all the protocols below, but force constants do not. At fixed temperature, $\kappa_T=-(\partial f/\partial R)_T$. At fixed entropy the temperature must follow the ion. With $C=T(\partial S/\partial T)_R$, the condition $dS=0$ gives

$$\left(\frac{\partial T}{\partial R}\right)_S=-\frac{T}{C}\left(\frac{\partial S}{\partial R}\right)_T. \tag{9}$$

Using (7) for $\partial f/\partial T$,

$$\kappa_S=\kappa_T-\frac{\partial f}{\partial T}\left(\frac{\partial T}{\partial R}\right)_S=\kappa_T+\frac{T}{C}\left(\frac{\partial S}{\partial R}\right)_T^2. \tag{10}$$

A third protocol freezes the occupations $p_i$ and lets the orbitals relax. It idealises ions that are slow for the orbitals but fast compared with electron collisions. Let $R_0$ be the starting point. Frozen occupations keep $S$ and $N$ fixed. If the thermal state minimises $F$, it also has the lowest $E$ among states of the same $S$ and $N$, because $E=F+TS$. The frozen energy curve therefore lies on or above the fixed-entropy curve and touches it at $R_0$. Their slopes agree there, and the curvature of their difference cannot be negative. With $C>0$,

$$\kappa_{\rm frozen}\ge\kappa_S\ge\kappa_T. \tag{11}$$

This requires smooth curves. For the ring ion with the largest entropy slope the three values are 0.142, 0.134 and 0.122 Ha/bohr². At a point where symmetry makes $\partial S/\partial R=0$, $\kappa_S=\kappa_T$.

## 6. A chain that dimerises

Take a half-filled chain with two ions per cell and $E_{\rm int}=0$. The relative displacement $u$ of the two sublattices stretches one bond and shortens the next. The hoppings are $t_{1,2}=t\mp\alpha u$. Each bond costs $\frac12Ku^2$, so the elastic energy per cell is $Ku^2$. All quantities below are per cell.

For Bloch phase $2\theta$, the levels are $\pm\varepsilon$ with

$$\varepsilon^2=t_1^2+t_2^2+2t_1t_2\cos2\theta=2t^2(1+\cos2\theta)+2\alpha^2u^2(1-\cos2\theta),$$

$$\varepsilon=2\sqrt{t^2\cos^2\theta+\alpha^2u^2\sin^2\theta},\qquad \frac{\partial\varepsilon}{\partial u}=\frac{4\alpha^2u\sin^2\theta}{\varepsilon}. \tag{12}$$

The smallest $\varepsilon$ is $2\alpha u$ (for $0<\alpha u<t$), so the gap is $4\alpha u$. The levels are symmetric about zero, hence $\mu=0$ at every $T$.

For one level $\epsilon$ at $\mu=0$, $\ln p=\ln(1-p)-\epsilon/T$, so its entropy is $\sigma=-\ln(1-p)+p\epsilon/T$. Its free energy is

$$p\epsilon-T\sigma=T\ln(1-p)=-T\ln(1+e^{-\epsilon/T}).$$

Put $x=\varepsilon/2T$. The pair $\pm\varepsilon$ gives $(1+e^{-2x})(1+e^{2x})=(2\cosh x)^2$ inside the logarithm. With two spins and $\langle\cdot\rangle$ the average over $\theta$,

$$F=Ku^2-4T\langle\ln2\cosh x\rangle,\qquad S=4\langle\ln2\cosh x-x\tanh x\rangle, \tag{13}$$

$$f=-2Ku+2\left\langle\tanh x\,\frac{\partial\varepsilon}{\partial u}\right\rangle. \tag{14}$$

Differentiating $S$, the two $\tanh x$ terms cancel and $dS/dx$ is the average of $-4x\,{\rm sech}^2x$. Since $\partial x/\partial u=(\partial\varepsilon/\partial u)/2T$,

$$T\frac{\partial S}{\partial u}=-2\left\langle x\,{\rm sech}^2x\,\frac{\partial\varepsilon}{\partial u}\right\rangle<0\quad(u>0). \tag{15}$$

Opening the gap lowers the entropy, so heating drives the chain towards $u=0$. By (6), the energy slope replaces $\tanh x$ in (14) by $g(x)=\tanh x+x\,{\rm sech}^2x$.

The uniform chain also provides a case of (8), with $t$ itself as the coordinate. Near $\theta=\pi/2$, $\varepsilon=2t|\theta-\pi/2|$. Two sides and two spins give $D=2\cdot2/(2t\,\pi)=2/(\pi t)$. At $t=0.1$ Ha and $T=0.002$ Ha, equation (8) predicts a thermal force $-\pi T^2/3t^2=-4.189\times10^{-4}$. The computed slopes are $-4.190\times10^{-4}$ from $-F$ and $+4.193\times10^{-4}$ from $-E$ at fixed $T$.

## 7. The force just after the pulse

Choose the round parameters $t=0.1$ Ha, $\alpha=0.05$ Ha/bohr and $K=0.09$ Ha/bohr². The cold chain has $u_0=0.1767$ bohr and gap $4\times0.05\times0.1767=0.0353$ Ha. The pulse raises the electrons to $T=0.015$ Ha (4737 K) before the ions move, which takes 0.00251 Ha per cell.

The force from (14) is $f=-0.00605$ Ha/bohr, towards $u=0$. The cold force vanishes at $u_0$, and the separately computed entropy integral in (7) gives the same $-0.00605$ Ha/bohr. The entropy slope is $-0.5624$ bohr$^{-1}$, so the energy slope at fixed $T$ gives

$$-\left(\frac{\partial E}{\partial u}\right)_T=-0.00605+0.015\times0.5624=+0.00239\ {\rm Ha/bohr}.$$

It has the wrong sign. Its curve has a minimum at $u=0.234$ bohr, a stronger dimerisation than in the cold lattice.

The reversal can be traced to $g$. In the cold chain the weight is 1 and the forces balance, so the false force is $2\langle(g-1)\,\partial\varepsilon/\partial u\rangle$. Writing $g$ in exponentials shows that $g>1$ when $2x>1+e^{-2x}$. At the gap edge $x=0.01767/0.030=0.59$, where $g$ is slightly below 1. Levels with $\varepsilon>1.28\,T=0.0192$ Ha have $g>1$, and the computed sum shows that they win. In the true force the weight $\tanh x$ stays below 1 for every level, so heating at $u_0$ cannot produce an outward force in this model.

## 8. When the undimerised lattice becomes stable

Insert (12) into (14):

$$f=-u\left[2K-8\alpha^2\left\langle\frac{\sin^2\theta\,\tanh x}{\varepsilon}\right\rangle\right]. \tag{16}$$

At $u=0$ the square bracket is the stiffness $\kappa_T$. Since $\tanh(\varepsilon/2T)/\varepsilon$ falls with $\varepsilon$, and $\varepsilon$ grows with $|u|$, the bracket grows with $|u|$. If it is positive at $u=0$, the force points to $u=0$ from every displacement, and the uniform chain is the single minimum of $F$. If it is negative there, the chain dimerises. The critical temperature $T_F$ is its zero at $u=0$.

For $T\ll t$ the zero can be found in closed form. At $u=0$ put $y=\cos\theta$ and $X=t/T$, so that $\varepsilon=2ty$ and $x=Xy$ for $0<\theta<\pi/2$. The average in (16) becomes

$$I=\frac{1}{\pi t}\int_0^1\sqrt{1-y^2}\,\frac{\tanh Xy}{y}\,dy .$$

Write $\sqrt{1-y^2}=1+(\sqrt{1-y^2}-1)$. For the first part, integration by parts at large $X$ gives

$$\int_0^X\frac{\tanh z}{z}\,dz\to\ln X-\int_0^\infty\ln z\,{\rm sech}^2z\,dz .$$

To find the last integral, expand ${\rm sech}^2z=4\sum_{m\ge1}(-1)^{m+1}m\,e^{-2mz}$, which gives

$$\int_0^\infty z^s\,{\rm sech}^2z\,dz=2^{1-s}\,\Gamma(s+1)\,\eta(s),\qquad \eta(s)=\sum_{m\ge1}\frac{(-1)^{m+1}}{m^s}.$$

Continue this to $s=0$, where $\eta(0)=\frac12$ and, by the Wallis product, $\eta'(0)=\frac12\ln\frac{\pi}{2}$. The integral is 1 at $s=0$, and its $s$-derivative there is $-\ln2-\gamma+\ln\frac{\pi}{2}=\ln\frac{\pi}{4}-\gamma$, with $\gamma$ Euler's constant. The first part is therefore $\ln(4e^\gamma X/\pi)$.

In the second part the integrand vanishes at small $y$, so $\tanh Xy\to1$ and

$$\int_0^1\frac{\sqrt{1-y^2}-1}{y}\,dy=\Big[\sqrt{1-y^2}-\ln\big(1+\sqrt{1-y^2}\big)\Big]_0^1=\ln2-1 .$$

Together, $\pi tI=\ln(8e^\gamma t/\pi T)-1$. The condition $2K=8\alpha^2I$ yields

$$T_F=\frac{8e^{\gamma-1}}{\pi}\,t\,\exp\left(-\frac{\pi tK}{4\alpha^2}\right). \tag{17}$$

The energy curve has the extra weight $x\,{\rm sech}^2x$. It adds $\int_0^\infty{\rm sech}^2z\,dz=1$ to $\pi tI$, which cancels the $-1$. Its apparent critical temperature is

$$T_E=e\,T_F\quad(T_E\ll t). \tag{18}$$

In this limit, which by (17) means weak coupling, omitting the entropy overestimates the critical electron temperature by a factor 2.718. At stronger coupling the factor is smaller: for $T\gg t$, $\tanh x\to x$ and $g\to2x$, so it tends to 2.

For the chosen parameters the full averages give $T_F=0.00989$ Ha (3124 K), against 0.00987 Ha from (17), and $T_E=0.02640$ Ha (8338 K). The ratio is 2.67; here $T_E/t=0.26$ is not very small. With $K=0.22$ Ha/bohr² both temperatures are far below $t$, and the ratio is 2.7183.

The pulse temperature 0.015 Ha lies between $T_F$ and $T_E$. The stiffness at $u=0$ is accordingly $+0.0263$ Ha/bohr² from $F$ and $-0.0367$ Ha/bohr² from $E$ at fixed $T$: a stable mode would be reported as unstable.

## 9. Motion after the pulse

Let both ions of the cell have mass $M=20000$ electron masses, so that $u$ has reduced mass $M/2$. The kinetic energy $E_k$ changes by $dE_k=f\,du$. From (5),

$$d(E_k+E)=T\,dS,\qquad d(E_k+F)=-S\,dT. \tag{19}$$

An isolated electron system that stays in equilibrium during slow ionic motion has $dS=0$ and conserves $E_k+E$. Electrons held at fixed $T$ conserve $E_k+F$ and take heat $T\Delta S$ from the thermostat. After a femtosecond pulse has ended, and before heat leaves the electrons, the first case applies, provided collisions restore the Fermi distribution faster than the ions move. For a motion lasting some 20 fs, as below, this is an assumption; the opposite limit is that of frozen occupations.

At $u_0$ the heat capacity is $C=0.3719$. Equation (10) gives

$$\kappa_S=0.04854+\frac{0.015\times0.5624^2}{0.3719}=0.0613\ {\rm Ha/bohr^2},$$

in agreement with the directly computed curvature. With frozen occupations the value is 0.0740 Ha/bohr², in the order required by (11).

Released from rest, the chain first reaches $u=0$ after 907 atomic units (22.0 fs) at fixed entropy and 874 (21.1 fs) at fixed temperature. The difference follows from (9) and (15): as $u$ shrinks at fixed entropy, the electrons cool. A lower $T$ raises $\tanh x$ in (14) and weakens the inward force. The temperature at $u=0$ is 0.0124 Ha, still above $T_F$, so the undimerised lattice remains stable for electrons that re-equilibrate. With frozen occupations it does not: the weight $\tanh x$ at the gap edge keeps its nonzero starting value while $\varepsilon\to0$, the average in (16) grows logarithmically as $u\to0$, and $u=0$ is a local maximum of the energy.

At fixed $T$ the thermostat supplies $8.6\times10^{-4}$ Ha per cell on the way, more than the kinetic energy of $4.7\times10^{-4}$ Ha at arrival. A simulation that holds $T$ fixed and monitors $E_k+E$ will show this change even when its forces are correct.

The motion does not stop at $u=0$. Without damping, the symmetry $u\to-u$ carries it on to $-u_0$. Electron-ion heat flow, thermal disorder of the ions and boundaries between dimerised regions would change this later motion and are absent here.

## 10. Use in a calculation

Check forces against finite differences of $F$ at fixed $T$ and $N$, or of $E$ at fixed $S$. Do not use $E$ at fixed $T$. Converge the density matrix more tightly for forces than for free energies: an error $\delta P$ that conserves $N$ changes $F$ in second order, by (2) and (3), but changes the force by $-2\,{\rm Tr}\,\delta P\,\partial h/\partial R$, which is first order.

If the carriers are not yet thermal, (3) fails and the equilibrium $F$ is not the potential of the motion. The mean force (1) still applies with the actual $P$, which must then come from a kinetic or time-dependent calculation.

An intermediate case has conduction and valence electrons thermal at one $T$, with separately conserved numbers $N_c$, $N_v$ and chemical potentials $\mu_c$, $\mu_v$, while a gap stays open. The round bracket in (2) is then $\mu_c$ on the conduction states and $\mu_v$ on the valence states. $P$ does not mix the two groups, so to first order a rotation between them leaves both numbers unchanged, and the implicit part of $dF/dR$ is $\mu_c\,dN_c/dR+\mu_v\,dN_v/dR=0$. Equation (4) therefore holds for $E-TS$ of this constrained state, with $T$, $N_c$ and $N_v$ fixed, but not for the $F$ of a single chemical potential. The numerical output below lists the computed values quoted in sections 3 to 9.

## Numbers as computed

```
INTERACTING RING, 6 sites, 5 electrons
electron temperature: 0.020 Ha; interaction: 0.050 Ha
largest |force + dF/dR at fixed T|: 8.9e-10 Ha/bohr
largest |force + dE/dR at fixed T|: 1.071e-02 Ha/bohr
ion with largest entropy slope (count from 1): 2
its stiffness, frozen occupations: 0.14195 Ha/bohr^2
its stiffness, fixed entropy: 0.13436 Ha/bohr^2
its stiffness, fixed temperature: 0.12218 Ha/bohr^2
DIMERISING CHAIN, per two-site cell
hopping t: 0.1 Ha; alpha: 0.05 Ha/bohr; K: 0.09 Ha/bohr^2
ion mass: 20000 electron masses
cold dimerisation u0: 0.1767 bohr
cold gap 4*alpha*u0: 0.03534 Ha
electron temperature after pulse: 0.015 Ha = 4737 K
absorbed energy: 0.00251 Ha
true force at u0: -0.00605 Ha/bohr
integral of dS/du over T: -0.00605 Ha/bohr
entropy slope dS/du at u0: -0.5624 1/bohr
T*dS/du at u0: -0.00844 Ha/bohr
-dE/du at fixed T at u0: 0.00239 Ha/bohr
minimum of E at fixed T: u = 0.2344 bohr
stiffness at u=0 from F: 0.02634 Ha/bohr^2
stiffness at u=0 from E at fixed T: -0.03672 Ha/bohr^2
critical temperature from F: 0.00989 Ha = 3124 K
critical temperature from E: 0.02640 Ha = 8338 K
ratio of the two: 2.669
weak-coupling formula for the first: 0.00987 Ha
weaker coupling, K = 0.22 Ha/bohr^2: ratio 2.7183
stiffness at u0, frozen occupations: 0.07399 Ha/bohr^2
stiffness at u0, fixed entropy: 0.06130 Ha/bohr^2
stiffness at u0, fixed temperature: 0.04854 Ha/bohr^2
heat capacity at u0: 0.3719 (k_B = 1)
time to u=0, fixed entropy: 907 a.u. = 22.0 fs
time to u=0, fixed T: 874 a.u. = 21.1 fs
electron temperature at u=0, fixed entropy: 0.01237 Ha
kinetic energy at u=0, fixed entropy: 3.997e-04 Ha
kinetic energy at u=0, fixed T: 4.747e-04 Ha
heat taken from thermostat, fixed T: 8.573e-04 Ha
largest drift of kinetic + E, fixed entropy: 8.0e-09 Ha
largest drift of kinetic + F, fixed T: 9.0e-09 Ha
METAL AT LOW TEMPERATURE, uniform chain
temperature: 0.002 Ha; density of states: 6.3662 1/Ha
thermal part of -dF/dt: -4.1902e-04 (dimensionless)
thermal part of -dE/dt at fixed T: 4.1931e-04 (dimensionless)
low-temperature formula for the first: -4.1888e-04
```
